\section*{Why a smaller sense node can make single photoelectrons countable}

\section{Definitions and conventions}

An image-sensor pixel collects photoelectrons in a photodiode, transfers them to a small capacitor called the sense node, and reads the node voltage through a transistor amplifier. Let $C$ be the total capacitance of the node, $q>0$ the elementary charge, and $n$ the number of electrons transferred in one exposure. Electrons lower the node potential. The signal $V$ is taken as the reset level minus the level after transfer, so that it is positive.

The amplifier noise $v_n$ is the rms noise voltage left after correlated double sampling (CDS), the subtraction of a sample taken before transfer from one taken after it. It is referred to the node: noise measured at the output is divided by the gain between node and output. The read noise in electrons is called $\sigma$. The usable voltage swing of the node is $\Delta V$, and the full well $N_{\rm fw}$ is the largest number of electrons the node can hold within that swing. The upper tail of the unit Gaussian is
\begin{equation}
Q(z)=\frac{1}{\sqrt{2\pi}}\int_z^\infty e^{-u^2/2}\,du .
\end{equation}

Photon-number resolution here means that the number of \emph{detected} photons in a single exposure can be read off, with one electron per detected visible photon. The basic model assumes complete charge transfer, a known gain, Gaussian noise independent of $n$, and a photodiode that holds at least as much charge as the node. The central comparison holds $v_n$ and $\Delta V$ fixed while $C$ changes.

\section{One electron against a fixed noise voltage}

A charge $nq$ on a capacitance $C$ changes its voltage by $nq/C$. One electron therefore gives
\begin{equation}
V_1=\frac{q}{C}.
\end{equation}
With a unit Gaussian variable $g$, the measured signal is $V=nV_1+v_n g$. Dividing by $V_1$ expresses it in electrons:
\begin{equation}
x=\frac{V}{V_1}=n+\sigma g,\qquad
\sigma=\frac{v_n}{V_1}=\frac{C v_n}{q}.
\label{eq:sigma}
\end{equation}
The noise voltage has not changed. The same voltage now corresponds to fewer electrons, because each electron produces a larger step.

Voltage gain placed after the noise source does not have this effect. A gain $A$ turns $V_1$ into $AV_1$ and $v_n$ into $Av_n$, and their ratio stays the same. Such gain helps against noise added further down the chain, but not against noise already present at its input. Reducing $C$ raises the signal before the amplifier noise enters.

Take as an example $v_n=80\ \mu$V and a node reduced from 1.60 to 0.32 fF. The step $q/C$ rises from 100.1 to 500.7 $\mu$V, and the read noise falls from
\begin{equation}
\sigma=\frac{80}{100.1}=0.799
\quad\text{to}\quad
\sigma=\frac{80}{500.7}=0.160
\end{equation}
electrons rms.

\section{Why the peaks appear}

Over many exposures, $x$ is distributed as a row of Gaussians of width $\sigma$ centred on the integers, each weighted by the probability of that $n$. To see when two neighbours separate, give them equal weight, place them at 0 and 1, and measure position from the midpoint by $y=x-\tfrac12$. The derivative of their sum vanishes when
\begin{equation}
\left(y+\tfrac12\right)e^{-(y+1/2)^2/2\sigma^2}
+\left(y-\tfrac12\right)e^{-(y-1/2)^2/2\sigma^2}=0 .
\end{equation}
The factor $e^{-(y^2+1/4)/2\sigma^2}$ is common to both terms and cancels. What remains is
\begin{equation}
\frac{\tfrac12+y}{\tfrac12-y}=e^{y/\sigma^2}
\quad\Longrightarrow\quad
2y=\tanh\!\left(\frac{y}{2\sigma^2}\right),
\end{equation}
where the second form follows from solving the first for $2y$. The midpoint $y=0$ is a solution for every $\sigma$. For $y>0$ the hyperbolic tangent bends downward, so it meets the line $2y$ again only if it starts out steeper: $1/(2\sigma^2)>2$, or $\sigma<\tfrac12$. There are then two maxima with a valley between them. For $\sigma\ge\tfrac12$ there is a single maximum.

This threshold says where a valley begins for an isolated pair of equal weight, not where counting becomes reliable. In the full Poisson row the onset depends on the mean light: the first valley appears near $\sigma=0.38$ for a mean of 0.5 electrons, 0.52 for a mean of 2, and 0.67 for a mean of 100. How quickly the integer pattern emerges is seen from the Fourier component of the distribution at one cycle per electron. Since $n$ and $g$ are independent,
\begin{equation}
\left\langle e^{2\pi i x}\right\rangle
=\left\langle e^{2\pi i n}\right\rangle
 \left\langle e^{2\pi i\sigma g}\right\rangle
=e^{-2\pi^2\sigma^2}.
\label{eq:pattern}
\end{equation}
The first average is 1 because $n$ is an integer. The second follows from $\langle e^{itg}\rangle=e^{-t^2/2}$, obtained by completing the square in the Gaussian integral, with $t=2\pi\sigma$. The result does not depend on the light level.

The exponent contains $\sigma^2$, and hence $C^2$. In the example the pattern strength rises from $3.4\times10^{-6}$ to 0.60 when $C$ falls fivefold. For Poisson light with a mean of 2 electrons, the calculated distribution between $-1$ and 6.5 electrons has one maximum for the large node and seven for the small one.

The read noise of the large node was already below the shot noise: its variance is $0.799^2=0.64$, against a shot variance of 2. When the mean light is estimated by averaging many exposures, the rms error is therefore only $\sqrt{2.64/2}=1.15$ times the shot-noise limit. Knowing the number in one exposure is a stricter demand, because the noise must be small compared with the spacing of one electron.

\section{Counting errors and the largest useful capacitance}

Let the electron number be found by rounding $x$ to the nearest integer, with negative results set to zero. For $n\ge1$ the reading is wrong when $|\sigma g|>\tfrac12$. The two tails are equal, so the misreading probability is
\begin{equation}
p=2Q\!\left(\frac{1}{2\sigma}\right)
 =2Q\!\left(\frac{q}{2Cv_n}\right).
\label{eq:error}
\end{equation}
For $n=0$ only the upper tail causes an error, and the probability is $p/2$.

The sharp fall of $p$ can be made explicit. In the integral for $Q(z)$ we have $u/z\ge1$, so inserting this factor can only increase it, and the integral can then be done:
\begin{equation}
Q(z)<\frac{1}{\sqrt{2\pi}}\int_z^\infty\frac{u}{z}\,e^{-u^2/2}\,du
=\frac{e^{-z^2/2}}{z\sqrt{2\pi}} .
\end{equation}
With $z=1/(2\sigma)$ this gives
\begin{equation}
p<\frac{4\sigma}{\sqrt{2\pi}}\,e^{-1/(8\sigma^2)} .
\end{equation}
In the opposite limit of large $\sigma$, $Q\to\tfrac12$ and $p\to1$: for $n\ge1$ the rounded value is then almost never exactly right.

For the two nodes, Eq.~(\ref{eq:error}) gives $p=53.1\%$ and $p=0.175\%$. Averaged over Poisson light of mean 2, where $n=0$ has probability $e^{-2}$, the expected error is $p(1-e^{-2}/2)$. A simulation of one million exposures per node, with a random reset level, two noisy samples and rounding, gave 49.6\% and 0.162\%, in agreement with this expression within sampling error.

A designer can start from an allowed error $p$. Define $z$ by $Q(z)=p/2$. The condition $1/(2\sigma)\ge z$ then becomes
\begin{equation}
\sigma\le\frac{1}{2z},\qquad
C\le C_{\max}=\frac{q}{2zv_n}.
\label{eq:cmax}
\end{equation}
For 1\% misreading, $z=2.576$. The read noise must not exceed 0.194 electrons, and with $v_n=80\ \mu$V the node must not exceed 0.389 fF.

\section{The price in full well}

The node reaches the end of its swing when $N_{\rm fw}\,q/C=\Delta V$, so
\begin{equation}
N_{\rm fw}=\frac{C\,\Delta V}{q}.
\label{eq:well}
\end{equation}
The larger step that makes one electron visible also uses up the swing faster. For $\Delta V=1.0$ V, the full well falls from 9986 to 1997 electrons.

Dividing Eq.~(\ref{eq:well}) by Eq.~(\ref{eq:sigma}) gives the dynamic range,
\begin{equation}
\frac{N_{\rm fw}}{\sigma}
=\frac{C\Delta V/q}{Cv_n/q}
=\frac{\Delta V}{v_n}.
\end{equation}
It is 12\,500, or 81.9 dB, for both nodes. At fixed $v_n$ and $\Delta V$, a smaller node lowers the read noise and the full well by the same factor. The range of mean light that can be measured in one exposure does not shift as a whole, because shot noise also limits its dim end.

Bright scenes do lose quality. For a mean signal of $N$ electrons, shot noise contributes variance $N$ and the amplifier $\sigma^2$, so the signal-to-noise ratio is
\begin{equation}
{\rm SNR}=\frac{N}{\sqrt{N+\sigma^2}} .
\end{equation}
When $N\ll\sigma^2$ this is $N/\sigma$, which improves as $1/C$ for as long as the condition still holds at the reduced $\sigma$. When $N\gg\sigma^2$ it is $\sqrt N$, which does not depend on $C$ until the node fills. The ceiling is about $\sqrt{N_{\rm fw}}\propto\sqrt C$, and it falls from 99.9 to 44.7 in the example.

At the design limit of Eq.~(\ref{eq:cmax}), substituting $C_{\max}$ into Eq.~(\ref{eq:well}) gives
\begin{equation}
N_{\rm fw}=\frac{\Delta V}{2zv_n}.
\end{equation}
This is 2426 electrons for 1\% misreading. Within the model, a single readout that counts this reliably by rounding cannot have a larger node well unless $\Delta V$ rises or $v_n$ falls.

If the photodiode holds only $N_{\rm pd}$ electrons, the pixel full well is the smaller of $N_{\rm pd}$ and $C\Delta V/q$. While the photodiode is the limit, reducing $C$ lowers $\sigma$ at no cost in full well, and the dynamic range grows. The penalty begins when $C\Delta V/q$ drops below $N_{\rm pd}$.

\section{Reset noise has to be removed}

Resetting the node leaves a random thermal voltage $R$ on it. Equipartition gives $\tfrac12C\langle R^2\rangle=\tfrac12k_BT$, so the corresponding noise in electrons is
\begin{equation}
\frac{C}{q}\sqrt{\frac{k_BT}{C}}=\frac{\sqrt{k_BTC}}{q}.
\end{equation}
At 300 K and 0.32 fF this is 7.19 electrons rms, far too much for counting. The smaller node reduces it only as $\sqrt C$.

CDS removes it because the reset switch stays open between the two samples, which therefore share the same $R$. With amplifier errors $a$ and $b$,
\begin{equation}
(R+a)-\left(R-\frac{nq}{C}+b\right)=\frac{nq}{C}+a-b .
\end{equation}
The rms value of $a-b$ is the $v_n$ used throughout.

\section{When the amplifier noise is not fixed}

The gate of the amplifier transistor is itself part of the node. Write $C=C_p+C_g$, where $C_g$ is the effective gate contribution and $C_p$ the parasitic rest. In the example $C_g$ stays at 0.16 fF while $C_p$ falls from 1.44 to 0.16 fF. Keeping the same transistor fixes the noise voltage $e_n$ at its gate, and the model takes $v_n=e_n$. This holds when $C_g$ equals the full gate capacitance $C_g^{\rm full}$. In a source follower the source follows the gate, so $C_g<C_g^{\rm full}$, while the noise charge is $(C_p+C_g^{\rm full})\,e_n$. Then $v_n=e_n(C_p+C_g^{\rm full})/C$, which rises as $C_p$ is removed. For a follower gain of 0.8 with 0.20 fF from gate to source and 0.12 fF from gate to drain, $C_g$ is still 0.16 fF, but $v_n$ rises by a factor 1.36 between the two nodes and $\sigma$ falls by 3.67 instead of 5.

Shrinking the gate is different if flicker noise from oxide traps dominates. Suppose there are $M$ independent traps, each filled with probability $f$. The filled number has variance $Mf(1-f)$, and $M$ is proportional to the gate area. The charge fluctuation thus grows as the square root of area. The change between the two CDS samples is also a sum over independent traps, so its rms value grows in the same way. Dividing by the gate capacitance, which is proportional to area, gives a voltage noise $v_n\propto C_g^{-1/2}$.

Set $v_n^2=K/C_g$, with $K$ fixed by the process and the operating conditions. Then
\begin{equation}
\sigma^2=\frac{K}{q^2}\,\frac{(C_p+C_g)^2}{C_g},
\end{equation}
and differentiating the logarithm gives
\begin{equation}
\frac{d\ln\sigma^2}{dC_g}
=\frac{2}{C_p+C_g}-\frac1{C_g}
=\frac{C_g-C_p}{C_g(C_p+C_g)} .
\end{equation}
This is negative for $C_g<C_p$ and positive for $C_g>C_p$, so the read noise is least at $C_g=C_p$. The small node of the example sits at this optimum of the model. For a source follower the same steps apply to the noise charge $(C_p+C_g^{\rm full})\,e_n$, and the match is $C_g^{\rm full}=C_p$, so the effective contribution $C_g$ then lies below $C_p$.

If instead every part of the large node shrinks by a factor $r$, then $v_n$ rises by $\sqrt r$ and $\sigma$ falls only by $r/\sqrt r=\sqrt r$. For $r=5$ the total is again 0.32 fF, but the gate part is 0.032 fF and the noise is 178.9 $\mu$V. The read noise becomes $0.799/2.236=0.357$ electrons, and, if the noise is Gaussian, 16.2\% of readings with $n\ge1$ are wrong. The dynamic range drops to 5590. Two nodes of equal capacitance can therefore differ greatly in their ability to count.

\section{Other limits on counting}

The following sizes refer to the 0.32 fF node with 80 $\mu$V noise.

\textbf{Dark electrons.} At a rough rate of 1 electron per second, a 10 ms exposure has a probability $1-e^{-0.01}=1.00\%$ of containing at least one. This exceeds the 0.175\% misreading probability. Such an electron is counted correctly but did not come from light.

\textbf{Quantum efficiency.} If each photon is detected with probability 0.8, all of three incident photons are detected with probability $0.8^3=51.2\%$. A smaller node cannot recover the missing ones.

\textbf{Digitization.} Let the CDS difference be digitized once. A 14-bit converter spanning 1 V has steps of 61.0 $\mu$V. Adding the rms rounding error, the step divided by $\sqrt{12}$, in quadrature to $v_n$ raises $\sigma$ to 0.164 electrons. Treating the total as Gaussian, misreading rises to 0.224\%. This is an average over the alignment of converter codes and rounding thresholds. For a fixed grid with a code at zero signal it varies with $n$, between about 0.06\% and 0.34\% for $n=1$ to 50. If the two samples are digitized separately, two rounding errors enter and $\sigma$ becomes 0.167 electrons.

\textbf{Gain error.} Suppose the true voltage step per electron exceeds the assumed one by a fraction $\delta$, with $v_n$ unchanged. Dividing by the assumed step then shifts the $n$th peak by $n\delta$ and leaves its width $\sigma$ as before. The distances to the two thresholds become $\tfrac12\mp n\delta$, and
\begin{equation}
p_n=Q\!\left(\frac{\tfrac12-n\delta}{\sigma}\right)
   +Q\!\left(\frac{\tfrac12+n\delta}{\sigma}\right).
\end{equation}
For $\delta=1\%$ the misreading at $n=20$ is 3.02\%, and at $n=50$ the peak lies on a threshold. Counting thus ends far below the full well of 1997 electrons unless the gain is known much better than this. A node capacitance that varies with voltage has a similar effect and calls for a calibration curve.

\section{Real pixels and design choices}

The example is modelled on CMOS pixels with pinned photodiodes, using rough values. A step near 100 $\mu$V per electron is ordinary for such pixels. A step near 500 $\mu$V and a read noise of 0.16 electrons lie at the demanding end, in the range sought for photon-counting sensors. The assumption of fixed $v_n$ can fail, and the effect is large: in the flicker model, shrinking the gate along with everything else moves the read noise from 0.160 to 0.357 electrons. Gates of this size also lie outside the many-trap limit. Taken literally, the trap model gives a step $q/C_g$ of 1.0 mV per trap at 0.16 fF and 5.0 mV at 0.032 fF, so the quoted rms values would correspond to only about 0.006 and 0.001 switching events per read. Such noise consists of rare jumps and is not Gaussian. Eq.~(\ref{eq:error}), and with it the figures 0.175\% and 16.2\%, holds only where $v_n$ is a sum of many small contributions.

For a pixel meant to count, the model suggests removing parasitic capacitance first, from the node diffusion, the wiring and the overlap with neighbouring gates. If flicker noise dominates, the gate should then be sized so that its full capacitance approaches $C_p$. Two measures ease the full-well penalty.

The first is a switch that connects extra capacitance for bright scenes. Adding 1.28 fF to the small node restores 1.60 fF and the 9986-electron well, without single-electron resolution in that mode. The switch must add little capacitance when open.

The second is to divide the exposure into $r$ shorter ones and add the readings. The small node then handles $r$ times its own full well in total, if the light is steady. Independent read noises add in quadrature, giving $\sqrt r\,\sigma$. For $r=5$ the total capacity equals that of the large node, and the summed read noise is $2.236\times0.160=0.36$ electrons, still below 0.799. This requires five readouts in the time of one, with $v_n$ unchanged at the higher speed.
